# When and why nonlinear core correction makes pseudopotentials more transferable: verification in Python

```python
"""Nonlinear core correction tested on the Mo atom (local spin density theory).

Result under test: a pseudopotential unscreened with the valence density alone
errs away from its reference state by the curvature of the core-valence xc energy,
   D[n] = Exc[n] + int w n - Exc[n+c],   w = vxc[n0+c] - vxc[n0],
and keeping the core density c inside Exc removes most of that error.
n0: reference pseudo-valence density, n: valence density of another state.
Internally Hartree atomic units; q = 4 pi r^2 n is a radial density.
Spin-resolved arrays have shape (2, number of radial points).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import roots_jacobi, eval_legendre
from pyscf.dft import libxc

EV = const.value("Hartree energy in eV")
NM = const.value("Bohr radius") * 1e9
LIGHT = 1 / const.fine_structure
Z = 42

# ---------- radial spectral grid (Legendre-Gauss-Lobatto, mapped) ----------
ORDER, SCALE, RMAX = 120, 1.5, 25.0
x = np.concatenate(([-1.0], np.sort(roots_jacobi(ORDER - 1, 1, 1)[0]), [1.0]))
leg = eval_legendre(ORDER, x)
wx = 2 / (ORDER * (ORDER + 1) * leg**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
diff = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(diff, 0.0)
diff[0, 0] = -ORDER * (ORDER + 1) / 4
diff[-1, -1] = ORDER * (ORDER + 1) / 4
eps = 2 * SCALE / RMAX
r_all = SCALE * (1 + x) / (1 - x + eps)
jac = SCALE * (2 + eps) / (1 - x + eps)**2
stiff = diff.T @ ((wx / jac)[:, None] * diff)
inner = slice(1, -1)
r = r_all[inner]
meas = (wx * jac)[inner]
d_in = diff[inner, inner] / jac[inner][:, None]
root = np.sqrt(meas)
kinetic = 0.5 * stiff[inner, inner] / root[:, None] / root[None, :]
poisson_inv = np.linalg.inv(stiff[inner, inner])
poisson_edge = stiff[inner, -1]
shell = 4 * np.pi * r**2
nothing = np.zeros_like(r)
grad_basis = (d_in - np.diag(1 / r)) / root[None, :]


def hartree(q):
    charge = meas @ q
    return poisson_inv @ (meas * q / r - poisson_edge * charge) / r


def xc(q):
    """xc energy and the two spin potentials for spin radial densities q."""
    dens = np.ascontiguousarray(q / shell)
    e, v = libxc.eval_xc("lda,vwn", dens, spin=1, deriv=1)[:2]
    v = np.asarray(v[0])
    if v.shape[0] != 2:
        v = v.T
    return meas @ (q.sum(0) * np.ravel(e)), v


def kernel(n, name="lda,vwn"):
    return np.ravel(libxc.eval_xc(name, n, spin=0, deriv=2)[2][0])


def relativistic_kinetic(v, l):
    """Scalar ZORA kinetic energy minus the nonrelativistic one."""
    k = 0.5 * v / (2 * LIGHT**2 - v)
    return (grad_basis.T @ ((meas * k)[:, None] * grad_basis)
            + np.diag(l * (l + 1) * k / r**2))


def scf(vext, occ, v_start, core_h=nothing, core_xc=nothing,
        frozen=None, relativistic=False):
    """Self-consistent atom. vext[l]: external potential of channel l;
    occ[l][spin]: occupations; core_h, core_xc: fixed core densities seen by
    the Hartree and xc terms; frozen[l]: core vectors to stay orthogonal to."""
    polarised = any(occ[l][0] != occ[l][1] for l in occ)
    v = v_start.copy()
    hist_v, hist_f = [], []
    weight = np.tile(root / (1 + r), 2)
    for iteration in range(150):
        q, band, states = np.zeros((2, r.size)), 0.0, {}
        for s in ((0, 1) if polarised else (0,)):
            for l in occ:
                f = np.array(occ[l][s], float)
                if f.sum() == 0:
                    continue
                pot = vext[l] + v[s]
                ham = kinetic + np.diag(pot + l * (l + 1) / (2 * r**2))
                if frozen is not None:
                    ham = ham + 1e5 * frozen[l] @ frozen[l].T
                if relativistic:
                    ham = ham + relativistic_kinetic(pot, l)
                e, c = eigh(ham, subset_by_index=[0, len(f) - 1])
                q[s] += (c**2 @ f) / meas
                band += f @ e
                states[l, s] = (e, c)
        if not polarised:
            q[1] = q[0]
            band *= 2
        total = q.sum(0) + core_h
        vh = hartree(total)
        exc, vxc = xc(q + core_xc / 2)
        energy = band - np.sum(meas * v * q) + 0.5 * meas @ (total * vh) + exc
        resid = vh + vxc - v
        if np.sum(meas * q * abs(resid)) < 1e-6:
            return energy, q, states, v
        hist_v.append(v.ravel().copy())
        hist_f.append(resid.ravel().copy())
        hist_v, hist_f = hist_v[-7:], hist_f[-7:]
        new = hist_v[-1] + 0.35 * hist_f[-1]
        if iteration >= 3:
            dv, df = np.diff(hist_v, axis=0).T, np.diff(hist_f, axis=0).T
            g = np.linalg.lstsq(weight[:, None] * df, weight * hist_f[-1],
                                rcond=1e-12)[0]
            new = new - (dv + 0.35 * df) @ g
        v = new.reshape(2, -1)
    raise RuntimeError("self-consistency not reached")


def all_shells(s_up, s_dn, d_up, d_dn):
    return {0: [[1] * 4 + [s_up], [1] * 4 + [s_dn]],
            1: [[3] * 3, [3] * 3], 2: [[5, d_up], [5, d_dn]]}


def valence_shells(s_up, s_dn, d_up, d_dn):
    return {0: [[s_up], [s_dn]], 2: [[d_up], [d_dn]]}


# ---------- checks of the solver on hydrogen-like ions ----------
nuc = -Z / r
level = eigh(kinetic + np.diag(nuc), eigvals_only=True, subset_by_index=[0, 4])
assert np.allclose(level, -Z**2 / (2 * np.arange(1, 6)**2), rtol=1e-6)
zora = eigh(kinetic + np.diag(nuc) + relativistic_kinetic(nuc, 0),
            eigvals_only=True, subset_by_index=[0, 0])[0]
dirac = LIGHT**2 * (np.sqrt(1 - (Z / LIGHT)**2) - 1)
assert abs(zora / (dirac / (1 + dirac / (2 * LIGHT**2))) - 1) < 2e-3

# ---------- all-electron reference, unpolarised 4d5 5s1 ----------
REF = (0.5, 0.5, 2.5, 2.5)
nuclear = {0: nuc, 1: nuc, 2: nuc}
screen = 1 / (1 + 0.6 * r * Z**(1 / 3) / 0.8853)**2
guess = np.tile((Z - 1) / r * (1 - screen), (2, 1))
e_ref, q_ref, st_ref, v_ref = scf(nuclear, all_shells(*REF), guess)
eps_s, eps_d = st_ref[0, 0][0][4], st_ref[2, 0][0][1]
e_more = scf(nuclear, all_shells(0.525, 0.525, 2.5, 2.5), v_ref)[0]
e_less = scf(nuclear, all_shells(0.475, 0.475, 2.5, 2.5), v_ref)[0]
assert abs((e_more - e_less) / 0.1 - eps_s) < 3e-4

frozen = {0: st_ref[0, 0][1][:, :4], 2: st_ref[2, 0][1][:, :1]}
u_s = st_ref[0, 0][1][:, 4] / root
u_d = st_ref[2, 0][1][:, 1] / root
q_val = u_s**2 + 5 * u_d**2
q_core = q_ref.sum(0) - q_val
q_core = np.maximum(q_core, 0.0)
assert abs(meas @ q_core - 36) < 1e-6

# ---------- norm-conserving pseudopotentials ----------
v_full = nuc + v_ref[0]
rv = r * v_full
d_rv = d_in @ rv + (diff[inner, 0] * (-Z) + diff[inner, -1] * rv[-1]) / jac[inner]
dv_full = (d_rv - v_full) / r


def node(radius):
    return int(np.argmin(abs(r - radius)))


def pseudise(l, u, e, i):
    """Smooth nodeless orbital r^(l+1) exp(p) inside r[i], norm kept."""
    u = u * np.sign(u[i])
    assert np.all(u[i:] > -1e-6)
    rc = r[i]
    s = np.minimum(r / rc, 1)**2 - 1
    p1 = (d_in @ u)[i] / u[i] - (l + 1) / rc
    p2 = 2 * (v_full[i] - e) - 2 * (l + 1) * p1 / rc - p1**2
    p3 = (2 * dv_full[i] - 2 * (l + 1) * (p2 / rc - p1 / rc**2) - 2 * p1 * p2)
    t1, t2 = 2 / rc, 2 / rc**2
    a0 = np.log(u[i] / rc**(l + 1))
    a1 = p1 / t1
    a2 = (p2 - a1 * t2) / (2 * t1**2)
    a3 = (p3 - 6 * a2 * t1 * t2) / (6 * t1**3)

    def orbital(g):
        p = a0 + a1 * s + a2 * s**2 + a3 * s**3 + g * s**4
        return np.where(r < rc, r**(l + 1) * np.exp(p), u)

    g = brentq(lambda y: meas @ (orbital(y)**2 - u**2), -200, 40, xtol=1e-13)
    pt = a1 + 2 * a2 * s + 3 * a3 * s**2 + 4 * g * s**3
    ptt = 2 * a2 + 6 * a3 * s + 12 * g * s**2
    slope = pt * 2 * r / rc**2
    bend = ptt * (2 * r / rc**2)**2 + pt * t2
    v_in = e + (l + 1) * pt * t2 + 0.5 * (bend + slope**2)
    return orbital(g), np.where(r < rc, v_in, v_full)


i_s, i_d = node(2.4), node(1.6)
ps_s, scr_s = pseudise(0, u_s, eps_s, i_s)
ps_d, scr_d = pseudise(2, u_d, eps_d, i_d)
q0 = np.tile(0.5 * (ps_s**2 + 5 * ps_d**2), (2, 1))


def partial_core(i):
    """True core density outside r[i], exp(a + b r^2 + c r^4) inside."""
    d1 = d_in @ q_core
    d2 = d_in @ d1
    ratio = d1[i] / q_core[i]
    l1 = ratio - 2 / r[i]
    l2 = d2[i] / q_core[i] - ratio**2 + 2 / r[i]**2
    c = (l2 - l1 / r[i]) / (8 * r[i]**2)
    b = l1 / (2 * r[i]) - 2 * c * r[i]**2
    a = np.log(q_core[i] / shell[i]) - b * r[i]**2 - c * r[i]**4
    rr = np.minimum(r, r[i])
    return np.where(r < r[i], shell * np.exp(a + b * rr**2 + c * rr**4), q_core)


def ionic(core):
    """Unscreened potentials and the matching starting potential."""
    hxc = hartree(q0.sum(0)) + xc(q0 + core / 2)[1]
    return {0: scr_s - hxc[0], 2: scr_d - hxc[0]}, hxc


def scheme_gap(q, core):
    """D[n] - D[n0]: linear minus nonlinear energy functional."""
    w = xc(q0 + core / 2)[1][0] - xc(q0)[1][0]

    def d_of(p):
        return xc(p)[0] + meas @ (w * p.sum(0)) - xc(p + core / 2)[0]
    return d_of(q) - d_of(q0)


i_pc = node(1.0)
core = partial_core(i_pc)
ion_lin, start_lin = ionic(nothing)
ion_nl, start_nl = ionic(core)
base_fc = scf(nuclear, valence_shells(*REF), v_ref, q_core, q_core, frozen)[0]
run_lin = scf(ion_lin, valence_shells(*REF), start_lin)
run_nl = scf(ion_nl, valence_shells(*REF), start_nl, core_xc=core)
for run in (run_lin, run_nl):
    assert abs(run[2][0, 0][0][0] - eps_s) < 1e-4
    assert abs(run[2][2, 0][0][0] - eps_d) < 1e-4

# ---------- curvature of the functional ----------
n_test = np.logspace(-7, 3, 200)
assert np.all(np.diff(kernel(n_test)) > 0)
f_x = -(3 / np.pi)**(1 / 3) / 3 * n_test**(-2 / 3)
assert np.allclose(kernel(n_test, "lda,"), f_x, rtol=1e-6)


def exchange_density(n, m):
    pair = np.array([[(n + m) / 2], [(n - m) / 2]])
    return n * np.ravel(libxc.eval_xc("lda,", pair, spin=1, deriv=1)[0])[0]


n_pt, m_pt = 0.1, 1e-3
spin_curv = (exchange_density(n_pt, m_pt) + exchange_density(n_pt, -m_pt)
             - 2 * exchange_density(n_pt, 0.0)) / m_pt**2
assert abs(spin_curv / kernel(np.array([n_pt]), "lda,")[0] - 1) < 1e-3


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Mo all-electron reference energy", e_ref, "Ha", 3)
show("5s level, reference", eps_s * EV, "eV")
show("4d level, reference", eps_d * EV, "eV")
show("5s pseudisation radius", r[i_s] * NM, "nm", 4)
show("4d pseudisation radius", r[i_d] * NM, "nm", 4)
show("partial-core radius", r[i_pc] * NM, "nm", 4)
show("core density at that radius", q_core[i_pc] / shell[i_pc] / NM**3, "nm^-3", 1)
show("valence density at that radius", q_val[i_pc] / shell[i_pc] / NM**3, "nm^-3", 1)
show("partial-core charge", meas @ core, "electrons", 2)
half_core, half_val = np.tile(q_core / 2, (2, 1)), np.tile(q_val / 2, (2, 1))
nonadd = xc(half_core + half_val)[0] - xc(half_core)[0] - xc(half_val)[0]
assert nonadd < 0
show("non-additive xc energy, true densities", nonadd * EV, "eV", 2)

# ---------- transferability ----------
CASES = {"Mo septet": (1, 0, 5, 0), "Mo 4d4 5s2": (1, 1, 2, 2),
         "Mo+ sextet": (0, 0, 5, 0), "Mo4+ 4d2": (0, 0, 1, 1)}
err_lin, err_nl, delta, dens = {}, {}, {}, {}
for name, val in CASES.items():
    d_ae = scf(nuclear, all_shells(*val), v_ref)[0] - e_ref
    d_fc = scf(nuclear, valence_shells(*val), v_ref, q_core, q_core,
               frozen)[0] - base_fc
    lin = scf(ion_lin, valence_shells(*val), start_lin)
    nl = scf(ion_nl, valence_shells(*val), start_nl, core_xc=core)
    d_lin, d_nl = lin[0] - run_lin[0], nl[0] - run_nl[0]
    low, high = scheme_gap(lin[1], core), scheme_gap(nl[1], core)
    assert d_fc - d_ae > -1e-5
    assert low - 2e-5 <= d_lin - d_nl <= high + 2e-5
    assert high < 0
    err_lin[name], err_nl[name] = d_lin - d_fc, d_nl - d_fc
    delta[name], dens[name] = (d_ae, d_fc, d_lin, d_nl), nl[1]
    show(name + ", frozen-core energy change", d_fc * EV, "eV")
    show(name + ", core relaxation", (d_ae - d_fc) * EV, "eV")
    show(name + ", error without core in xc", err_lin[name] * EV, "eV")
    show(name + ", error with core in xc", err_nl[name] * EV, "eV")
    show(name + ", scheme difference", (d_lin - d_nl) * EV, "eV", 4)
    show(name + ", its lower bound", low * EV, "eV", 4)
    show(name + ", its upper bound", high * EV, "eV", 4)
for name in ("Mo septet", "Mo+ sextet"):
    assert abs(err_nl[name]) < 0.5 * abs(err_lin[name])
rms_lin = np.sqrt(np.mean(np.square(list(err_lin.values()))))
rms_nl = np.sqrt(np.mean(np.square(list(err_nl.values()))))
assert rms_nl < rms_lin
show("rms error without core in xc", rms_lin * EV, "eV")
show("rms error with core in xc", rms_nl * EV, "eV")
for k, tag in enumerate(("all-electron", "frozen core", "no core in xc",
                         "core in xc")):
    ip = delta["Mo+ sextet"][k] - delta["Mo septet"][k]
    show("ionisation energy, " + tag, ip * EV, "eV")

# ---------- second-order formula for a small change of density ----------
step = 0.05 * (dens["Mo 4d4 5s2"] - q0)
direct = scheme_gap(q0 + step, core)
n0, dn = q0.sum(0) / shell, step.sum(0) / shell
curv = kernel(n0) - kernel(n0 + core / shell)
second = 0.5 * meas @ (shell * curv * dn**2)
assert abs(direct / second - 1) < 0.05
show("small change, direct D", direct * EV * 1e6, "ueV", 2)
show("small change, curvature formula", second * EV * 1e6, "ueV", 2)

# ---------- less overlap, less error: same core squeezed threefold ----------
squeezed = 3 * np.interp(3 * r, r, core, right=0.0)
d_wide = scheme_gap(dens["Mo septet"], core)
d_tight = scheme_gap(dens["Mo septet"], squeezed)
assert abs(d_tight) < 0.3 * abs(d_wide)
show("septet D, squeezed core", d_tight * EV, "eV", 4)

# ---------- other partial-core radii ----------
for radius in (0.7, 1.5):
    i = node(radius)
    other = partial_core(i)
    ion, start = ionic(other)
    base = scf(ion, valence_shells(*REF), start, core_xc=other)[0]
    top = scf(ion, valence_shells(*CASES["Mo septet"]), start, core_xc=other)[0]
    miss = top - base - delta["Mo septet"][1]
    show(f"septet error, core radius {r[i] * NM:.4f} nm", miss * EV, "eV")

# ---------- neglected relativity ----------
st_rel = scf(nuclear, all_shells(*REF), v_ref, relativistic=True)[2]
show("scalar-relativistic shift of 5s", (st_rel[0, 0][0][4] - eps_s) * EV, "eV")
show("scalar-relativistic shift of 4d", (st_rel[2, 0][0][1] - eps_d) * EV, "eV")
zeta = meas @ (u_d**2 * dv_full / r) / (2 * LIGHT**2)
show("4d spin-orbit parameter", zeta * EV, "eV")
print("all good")
```

It prints:

```
Mo all-electron reference energy: -3973.013 Ha
5s level, reference: -4.024 eV
4d level, reference: -4.173 eV
5s pseudisation radius: 0.1278 nm
4d pseudisation radius: 0.0863 nm
partial-core radius: 0.0525 nm
core density at that radius: 5147.9 nm^-3
valence density at that radius: 1126.9 nm^-3
partial-core charge: 11.16 electrons
non-additive xc energy, true densities: -43.44 eV
Mo septet, frozen-core energy change: -4.050 eV
Mo septet, core relaxation: -0.014 eV
Mo septet, error without core in xc: -3.544 eV
Mo septet, error with core in xc: -0.083 eV
Mo septet, scheme difference: -3.4613 eV
Mo septet, its lower bound: -3.5199 eV
Mo septet, its upper bound: -3.4069 eV
Mo 4d4 5s2, frozen-core energy change: 0.808 eV
Mo 4d4 5s2, core relaxation: -0.042 eV
Mo 4d4 5s2, error without core in xc: -0.006 eV
Mo 4d4 5s2, error with core in xc: 0.028 eV
Mo 4d4 5s2, scheme difference: -0.0345 eV
Mo 4d4 5s2, its lower bound: -0.0363 eV
Mo 4d4 5s2, its upper bound: -0.0328 eV
Mo+ sextet, frozen-core energy change: 3.252 eV
Mo+ sextet, core relaxation: -0.015 eV
Mo+ sextet, error without core in xc: -3.620 eV
Mo+ sextet, error with core in xc: -0.055 eV
Mo+ sextet, scheme difference: -3.5651 eV
Mo+ sextet, its lower bound: -3.6328 eV
Mo+ sextet, its upper bound: -3.5021 eV
Mo4+ 4d2, frozen-core energy change: 91.874 eV
Mo4+ 4d2, core relaxation: -1.665 eV
Mo4+ 4d2, error without core in xc: -1.561 eV
Mo4+ 4d2, error with core in xc: -0.249 eV
Mo4+ 4d2, scheme difference: -1.3116 eV
Mo4+ 4d2, its lower bound: -1.3158 eV
Mo4+ 4d2, its upper bound: -1.3076 eV
rms error without core in xc: 2.651 eV
rms error with core in xc: 0.135 eV
ionisation energy, all-electron: 7.302 eV
ionisation energy, frozen core: 7.303 eV
ionisation energy, no core in xc: 7.227 eV
ionisation energy, core in xc: 7.331 eV
small change, direct D: -79.53 ueV
small change, curvature formula: -79.41 ueV
septet D, squeezed core: -0.4438 eV
septet error, core radius 0.0365 nm: -0.066 eV
septet error, core radius 0.0782 nm: -0.067 eV
scalar-relativistic shift of 5s: -0.294 eV
scalar-relativistic shift of 4d: 0.237 eV
4d spin-orbit parameter: 0.085 eV
all good
```
